# When Is a Growing Rough Line Smoothest?

## Problem

A one-dimensional interface $h(x,t)$, measured in the frame that moves with its mean growth velocity, obeys the Edwards-Wilkinson equation

$$\partial_t h=\nu\,\partial_x^2h+\eta,\qquad \langle\eta(x,t)\eta(x',t')\rangle=2D\,\delta(x-x')\delta(t-t').$$

The coefficient $\nu>0$ is proportional to the surface tension, and $\eta$ is Gaussian noise of zero mean. The substrate is itself rough, with $\langle h(x,0)\rangle=0$ and $\langle h(x,0)h(x',0)\rangle=S\,\delta(x-x')$, and is independent of $\eta$. The line is infinite and has no shortest wavelength.

1. Find the height variance $W^2(t)=\langle h^2(x,t)\rangle$ for $t>0$.
2. Find when it is smallest, and its value there.
3. Explain how each answer depends on $\nu$.
4. Apply the result to an atomic step on a silicon surface.

## Hints

**Hint 1.** Each Fourier mode obeys a first-order equation in time. Substrate and noise are independent, so their contributions to the variance add.

**Hint 2.** Do not integrate $(1-e^{-2\nu k^2t})/k^2$ directly. Write it as a time integral and do the $k$ integral first.

**Hint 3.** For part 3, measure $x$ in a unit that removes $\nu$ from the equation, and see what happens to $S$ and $D$.

## Solution

### 1. The variance

Define $h_k=\int h\,e^{-ikx}dx$ and the spectrum $S(k,t)$ by $\langle h_kh_{k'}^*\rangle=2\pi\delta(k-k')S(k,t)$. With this convention the substrate has $S(k,0)=S$, the noise has spectral strength $2D$, and

$$W^2(t)=\int_{-\infty}^{\infty}\frac{dk}{2\pi}\,S(k,t).$$

The mode equation $\dot h_k=-\nu k^2h_k+\eta_k$ has the solution

$$h_k(t)=h_k(0)e^{-\nu k^2t}+\int_0^t e^{-\nu k^2(t-t')}\eta_k(t')\,dt'.$$

On squaring and averaging, the cross terms vanish. The delta function in time reduces the double noise integral to a single one. With $s=t-t'$,

$$S(k,t)=S\,e^{-2\nu k^2t}+2D\int_0^t e^{-2\nu k^2s}\,ds
=S\,e^{-2\nu k^2t}+\frac{D}{\nu k^2}\left(1-e^{-2\nu k^2t}\right).$$

The first form is the convenient one. Since $\int e^{-\alpha k^2}dk=\sqrt{\pi/\alpha}$,

$$\int\frac{dk}{2\pi}e^{-2\nu k^2t}=\frac1{2\pi}\sqrt{\frac{\pi}{2\nu t}}=\frac1{\sqrt{8\pi\nu t}} .$$

The substrate part is therefore $S/\sqrt{8\pi\nu t}$, and the noise part is

$$2D\int_0^t\frac{ds}{\sqrt{8\pi\nu s}}=\frac{4D\sqrt t}{\sqrt{8\pi\nu}}=\frac{4Dt}{\sqrt{8\pi\nu t}} .$$

Their sum is

$$\boxed{W^2(t)=\frac{S+4Dt}{\sqrt{8\pi\nu t}}}$$

It diverges as $t\to0$, because ideal white noise has infinite variance. At late times it grows as $\sqrt t$, the usual roughening from a flat start.

### 2. The minimum

Differentiate $W^2=(8\pi\nu)^{-1/2}(St^{-1/2}+4Dt^{1/2})$:

$$\frac{dW^2}{dt}=\frac{1}{\sqrt{8\pi\nu}}\left(-\frac S2t^{-3/2}+2Dt^{-1/2}\right)=\frac{4Dt-S}{2t^{3/2}\sqrt{8\pi\nu}} .$$

The derivative is negative before, and positive after, the single time

$$\boxed{t_*=\frac{S}{4D}}$$

There $4Dt_*=S$, so substrate and noise contribute equally, and

$$W^2_{\min}=\frac{2S}{\sqrt{8\pi\nu S/(4D)}}=2S\sqrt{\frac{D}{2\pi\nu S}}=\sqrt{\frac{2SD}{\pi\nu}} .$$

Relative to the minimum, the substrate part varies as $\tfrac12\sqrt{t_*/t}$ and the noise part as $\tfrac12\sqrt{t/t_*}$. At $t_*/2$ and at $2t_*$ the variance is thus the same, about 6% above its minimum.

### 3. Where the surface tension goes

Set $x=\sqrt\nu\,X$. Then $\nu\partial_x^2=\partial_X^2$ and $\delta(x-x')=\delta(X-X')/\sqrt\nu$. The new problem has unit relaxation coefficient, with $S$ replaced by $S/\sqrt\nu$ and $D$ by $D/\sqrt\nu$. Both sources of variance carry the same factor, so $W^2$ is $\nu^{-1/2}$ times a function of $t$, $S$ and $D$. Changing $\nu$ rescales the whole curve vertically and leaves its minimum at the same time. The argument needs a problem with no other lateral length.

The spectrum shows the mechanism. Differentiating $S(k,t)$ gives

$$\partial_tS(k,t)=2(D-\nu k^2S)\,e^{-2\nu k^2t}.$$

Modes with $k^2>D/(\nu S)$ lose roughness and longer waves gain it. The two balance when $\langle k^2\rangle=D/(\nu S)$, where the average has weight $e^{-2\nu k^2t}$. For this Gaussian weight $\langle k^2\rangle=1/(4\nu t)$, and $\nu$ cancels. A stiffer line smooths any given mode faster, but the modes that survive to time $t$ are then longer, and this offsets the faster smoothing exactly. Their mean rate $\nu\langle k^2\rangle=1/(4t)$ is the same for every $\nu$.

A lattice calculation with $S=100$ and $D=1$, for which $t_*=25$, tests this. For $\nu=0.5$, 1 and 4 the minimum falls at 25.13, 25.06 and 25.02 (the output, interpolated between samples 0.5 apart, reads 25.07 for the second), while its variance drops from 11.28 to 7.98 and 3.99.

### 4. A step on Si(111)

The edge of an atomic terrace is a one-dimensional interface, and $h$ is its displacement in the terrace plane. Let atoms attach and detach at the edge with mobility $\Gamma$, and let $\beta$ be the step stiffness. The restoring term is $(\Gamma\beta/k_BT)\,\partial_x^2h$, so $\nu=\Gamma\beta/k_BT$. Equipartition for the energy $\frac\beta2\int(\partial_xh)^2dx$ requires the equilibrium spectrum $k_BT/(\beta k^2)$. The model gives $D/(\nu k^2)$, hence $D=\Gamma$.

Rough values for Si(111) near 900 °C are $\beta=0.3$ eV/nm and $\Gamma=5\times10^4$ nm³/s. At 1173 K, $k_BT=0.1011$ eV, so

$$\nu=\frac{5\times10^4\times0.3}{0.1011}=1.48\times10^5\ \text{nm}^2/\text{s},\qquad \frac D\nu=0.337\ \text{nm}.$$

The edge is assumed to be prepared with independent segments of length $b=50$ nm, each displaced by $w_0=10$ nm rms. All segments have the same length, and the position of the whole pattern along the edge is random. The correlation function is then the triangle $w_0^2(1-|x|/b)$ for $|x|<b$ and zero beyond, whose area is $S=w_0^2b=5000$ nm³. Then

$$t_*=\frac{5000}{4\times5\times10^4}=0.025\ \text{s}=25\ \text{ms},\qquad
W^2_{\min}=\sqrt{\frac{2\times5000\times0.337}{\pi}}\approx33\ \text{nm}^2 .$$

The rms width falls from 10 nm to 5.7 nm before noise widens it again. With $\Gamma$ and $T$ held fixed, halving or doubling $\beta$ changes the minimum width to 6.8 or 4.8 nm and leaves the time at 25 ms, as long as the initial roughness is treated as white noise.

**Finite segments.** The segment length is not small beside $\sqrt{\nu t_*}=61$ nm, so its effect must be found. At small $k$ the triangle has spectrum $S(1-k^2b^2/12)\approx Se^{-k^2b^2/12}$. The substrate part thus behaves as if smoothing had begun earlier by $\tau=b^2/(24\nu)$. The minimum condition becomes $(t+\tau)^3=t\,t_*^2$. To first order, $t=t_*+\delta$ gives $3(\delta+\tau)=\delta$, so $\delta=-\tfrac32\tau=-b^2/(16\nu)=-1.05$ ms. Numerical minimization with the full triangle gives 23.9 ms, about 4% below $t_*$. The shift varies nearly as $1/\nu$, so with segments of finite length the time of the minimum does depend weakly on the stiffness.

**Growth.** Take a growth rate of 0.05 nm/s, terraces of width $\ell=300$ nm and a bilayer height of 0.314 nm. The step then advances at $v=0.05\times300/0.314\approx48$ nm/s.

- Each arriving atom adds an area $\Omega=0.0638$ nm², so random arrival adds noise of strength $v\Omega$. This is $3\times10^{-5}$ of $2D$.
- Growth normal to a tilted edge adds the term $\frac v2(\partial_xh)^2$. For a wave of amplitude $w_0$ its ratio to the linear term is $vw_0/(2\nu)=1.6\times10^{-3}$.
- Growth can also make steps wander, because a bulge reaches further into the supply of atoms. An estimate takes in-phase steps that receive atoms from the lower terrace alone and hold the density at the edge at equilibrium. Let $F$ be the deposition flux and $D_s$ the adatom diffusion coefficient. For unit edge displacement the density change obeys $c_1''=k^2c_1$, with $c_1(0)=-F\ell/D_s$ and $c_1'(\ell)=F/D_s$. The growth rate of the bulge, $\Omega[D_sc_1'(0)-F]$, is then $(v/\ell)[(1+s\sinh s)/\cosh s-1]$, where $s=k\ell$ and $v=\Omega F\ell$. At $k_c=\sqrt{D/(\nu S)}=0.0082$ nm⁻¹ it is about 0.25 s⁻¹, or 2.5% of the relaxation rate $\nu k_c^2=10$ s⁻¹. For longer waves the ratio to $\nu k^2$ rises towards $v\ell/(2\nu)$, about 5%. Slow attachment, which the model assumes, makes the wandering rate smaller at any given wavelength. The comparison with $\nu k^2$ fails at long waves, however. In-phase steps fed from one side cannot shed atoms, and their relaxation rate falls to $\nu k^4d\ell$, where $d=D_sc_{eq}\Omega^2/\Gamma$ and $c_{eq}$ is the equilibrium adatom density. The wandering rate $v\ell k^2/2$ then wins for $k^2<v/(2\nu d)$, that is for wavelengths above about 12 µm if $D_sc_{eq}=7.5\times10^9$ s⁻¹ and 4 µm if it is ten times smaller. The net growth rates there, about $5\times10^{-4}$ and $5\times10^{-3}$ s⁻¹, are negligible over 25 ms.

**The real step.** The model also assumes that the terrace supplies and removes atoms freely, which need not hold. Let $c_{eq}$ be the equilibrium adatom density and $\kappa$ the attachment coefficient on each side, so that $\Gamma=2\kappa c_{eq}\Omega^2$. A density disturbance of wavenumber $k$ decays as $e^{-k|y|}$ away from an isolated step. Equating the diffusion flux $D_skc$ to the attachment flux $\kappa(\delta c_{eq}-c)$ gives a flux $\kappa\,\delta c_{eq}/(1+\kappa/D_sk)$. The relaxation rate becomes

$$\frac{\nu k^2}{1+k_0/k},\qquad k_0=\frac{\kappa}{D_s}=\frac{\Gamma}{2D_sc_{eq}\Omega^2},$$

and the noise is reduced by the same factor, so that the equilibrium spectrum is kept. If $D_sc_{eq}=7.5\times10^9$ s⁻¹, then $k_0=0.1k_c$ and the minimum for an isolated step moves from 25 to 30 ms. If it is ten times smaller, the minimum moves to 58 ms. Doubling the stiffness at fixed $\Gamma$ and $D_sc_{eq}$ then changes these times to 32 and 70 ms. In a regular train of steps with 300 nm terraces and independent initial profiles, exchange between neighbours shortens the 58 and 70 ms to about 52 and 59 ms. Steps that move in phase would instead take longer, about 74 and 100 ms. The new length $1/k_0$ has broken the scaling of part 3. The 25 ms result therefore needs $D_sc_{eq}$ of order $10^{11}$ s⁻¹ or more, where the minimum falls at about 26 ms. With an attempt frequency of $10^{13}$ s⁻¹ this requires a combined adatom formation and hopping energy below about 0.5 eV. At $10^8$ s⁻¹, about 1.2 eV, the minimum would fall near 0.2 s. No value is assumed here for the real surface, so 25 ms is the result of the model and not a prediction for silicon. Evaporation is also left out. The linear theory fails at the initial jumps between segments. By $t_*$ the rms slope left by the substrate is only $\sqrt{W^2_{\min}/(8\nu t_*)}=0.033$, but slower smoothing of the steep early profile can still delay the minimum by a few per cent. Thermal slopes at the atomic scale are not small, so $\beta$ must be read as a coarse-grained stiffness that already includes their effect.

## Variation A: a shortest wavelength

*Suppose that substrate and noise contain only modes with $|k|<K$. Is there still a minimum?*

The balance condition is still $\langle k^2\rangle=D/(\nu S)$, now averaged over $|k|<K$. Differentiating the weighted average gives

$$\frac{d\langle k^2\rangle}{dt}=-2\nu\left(\langle k^4\rangle-\langle k^2\rangle^2\right)<0 .$$

The average falls steadily from $K^2/3$, its value for uniform weight at $t=0$, towards zero. There is one minimum if

$$D<\tfrac13\nu SK^2,$$

and otherwise the line roughens from the start. Removing the modes above $K$ lowers $\langle k^2\rangle$, so balance is reached before $S/(4D)$. With $p=D/(\nu SK^2)$, the time of the minimum is 1.00, 0.98 and 0.23 times $S/(4D)$ for $p=0.01$, 0.1 and 0.3. Surface tension now affects the time of the minimum, and if it is too weak the variance never falls.

## Variation B: a closed line of length $L$

*Take periodic boundaries and measure the variance about the instantaneous mean height. How does the minimum move?*

The modes are $k_n=2\pi n/L$, and subtracting the mean removes $n=0$. While $L$ is well above $\sqrt{8\nu t}$, the sum over all $n$ equals the infinite-line integral up to terms of order $e^{-L^2/(8\nu t)}$. Only the missing mode, which would contribute $2D/L$ to the derivative, needs correcting:

$$\frac{dW^2}{dt}=\frac{2D-S/(2t)}{\sqrt{8\pi\nu t}}-\frac{2D}{L}=0
\quad\Longrightarrow\quad 1-\frac{t_*}{t}=\frac{\sqrt{8\pi\nu t}}{L}.$$

The relevant root is the one near $t_*$, and it lies later than $t_*$. For $S=100$, $D=\nu=1$ and $L=160$ it is 30.2, and the lattice calculation gives 30.3. For the silicon step with $L=10$ µm it is 25.8 ms, a delay of 3%.

On a short line, $\langle k^2\rangle$ cannot fall below $k_1^2=(2\pi/L)^2$. If $\nu Sk_1^2\ge D$, no mode gains roughness, and the variance falls steadily to its saturation value without a minimum.

The numerical output below lists most of the values used here.

## Calculated quantities

```
Lattice test, S=100, D=1 (lattice units): S/(4D) = 25.0
  nu=0.5: time of minimum 25.13, variance 11.284
  nu=1.0: time of minimum 25.07, variance 7.979
  nu=4.0: time of minimum 25.02, variance 3.989
  substrate share of variance at minimum: 0.501
  variance / minimum at half and double time: 1.062, 1.060
  ring L=160, nu=1, about mean: 30.26 (formula 30.20)
  simulated variance at t=25, nu=1: 7.91 (formula 7.98)
Short-wave limit K: p = D/(nu S K^2), time of minimum / (S/4D)
  p=0.01: 1.0000
  p=0.10: 0.9815
  p=0.30: 0.2341
Example: Si(111) step, rough typical inputs
  temperature 1173 K, kT 0.1011 eV
  stiffness 0.3 eV/nm, mobility D 5e+04 nm^3/s
  initial rms 10.0 nm, segment 50.0 nm, S 5000 nm^3
  nu 1.484e+05 nm^2/s, D/nu 0.3369 nm
  time of minimum 0.0250 s = 25.0 ms
  minimum variance 32.75 nm^2, rms width 5.72 nm
  smoothing length sqrt(nu t) 60.9 nm
  stiffness x0.5: minimum at 25.00 ms, rms 6.81 nm
  stiffness x2.0: minimum at 25.00 ms, rms 4.81 nm
Neglected effects
  finite segments: minimum at 23.93 ms, rms 5.70 nm
    estimated shift -b^2/(16 nu): -1.05 ms
  step length 10 um, about mean: 25.80 ms
  growth 0.05 nm/s, terrace 300 nm, bilayer 0.314 nm
  step velocity 47.8 nm/s, area per atom 0.0638 nm^2
  flux shot noise / thermal noise: 3.1e-05
  nonlinear / linear term v w0/(2 nu): 1.6e-03
  rms slope left from substrate at minimum: 0.033
  initial rms / segment: 0.20, rms / terrace: 0.033
  crossover wavenumber 0.00821 1/nm, relaxation rate 10.00 1/s
  wandering rate there 0.255 1/s, ratio 0.025
  finite terrace diffusion, k0/k_cross -> time of minimum
    0.1 (D_s c_eq 7.47e+09 1/s): 30.32 ms; stiffness x2: 31.95 ms
    1.0 (D_s c_eq 7.47e+08 1/s): 58.20 ms; stiffness x2: 69.74 ms
```
